# The Breit operator in the self-consistent field does not cause collapse: a numerical check

```python
"""
Result under test: for a closed 1s^2 shell the frequency-independent Breit
operator can be kept in the self-consistent field of a kinetically balanced
basis without collapse. The result differs from the first-order value by a
second-order relaxation energy with a negative part (upper orbitals) and a
positive part (negative-energy orbitals).

Hartree atomic units, rest energy subtracted, point nucleus of charge Z.
P, Q : large and small radial functions of the 1s orbital
rho = P^2 + Q^2,  W = 2 P Q
E = 2<h> + int int rho rho / r_>  + s (2/3) int int W W r_< / r_>^2
s : strength of the Breit operator (1 = physical, 0 = Dirac-Coulomb)
"""
from types import SimpleNamespace
import numpy as np
from scipy.linalg import eigh, block_diag
from scipy.constants import fine_structure, physical_constants

Z = 80
C_LIGHT = 1.0 / fine_structure
EV = physical_constants["Hartree energy in eV"][0]

# Logarithmic grid; the diagonal factors remove the leading trapezoid
# error caused by the kink of each kernel at equal radii.
log_x = np.linspace(np.log(1e-10), np.log(40.0), 1400)
step = log_x[1] - log_x[0]
r = np.exp(log_x) / Z
w = step * r
r_less = np.minimum.outer(r, r)
r_more = np.maximum.outer(r, r)
K_coul = 1.0 / r_more
K_breit = r_less / r_more**2
diag = np.arange(r.size)
K_coul[diag, diag] *= 1 - step / 12
K_breit[diag, diag] *= 1 - step / 4


def build(ratio, count, c, partners=slice(None)):
    """Gaussian basis; 'partners' selects the small functions retained."""
    zeta = 0.02 * Z**2 * ratio ** np.arange(count)
    gauss = np.exp(-np.outer(r**2, zeta))
    large = r[:, None] * gauss
    norm = np.sqrt(w @ large**2)
    slope = 2 * zeta * r[:, None]**2 * gauss / norm   # -(d/dr - 1/r) large
    large = large / norm
    small = r[:, None]**2 * gauss
    small = (small / np.sqrt(w @ small**2))[:, partners]
    s_l = large.T @ (w[:, None] * large)
    s_s = small.T @ (w[:, None] * small)
    v_l = large.T @ ((-Z * w / r)[:, None] * large)
    v_s = small.T @ ((-Z * w / r)[:, None] * small)
    link = c * small.T @ (w[:, None] * slope)
    core = np.block([[v_l, link.T], [link, v_s - 2 * c**2 * s_s]])
    return SimpleNamespace(L=large, S=small, nl=count, ns=small.shape[1],
                           c=c, overlap=block_diag(s_l, s_s), core=core,
                           link=link, s_s=s_s)


def radial(b, v):
    return b.L @ v[:b.nl], b.S @ v[b.nl:]


def energy_parts(b, v):
    """Coulomb energy and Breit energy of the doubly occupied orbital."""
    p, q = radial(b, v)
    rho, cur = w * (p * p + q * q), w * 2 * p * q
    coul = 2 * v @ b.core @ v + rho @ K_coul @ rho
    return coul, 2 / 3 * cur @ K_breit @ cur


def breit_link(b, v):
    p, q = radial(b, v)
    a = K_breit @ (w * 2 * p * q)
    return 2 / 3 * b.S.T @ ((w * a)[:, None] * b.L)


def fock(b, v, strength):
    p, q = radial(b, v)
    pot = w * (K_coul @ (w * (p * p + q * q)))
    odd = strength * breit_link(b, v)
    ll = b.L.T @ (pot[:, None] * b.L)
    ss = b.S.T @ (pot[:, None] * b.S)
    return b.core + np.block([[ll, odd.T], [odd, ss]])


def scf(b, strength, start, space=None):
    """Occupy the lowest upper orbital; 'space' restricts the variation."""
    v, energies = start, []
    for _ in range(20):
        f = fock(b, v, strength)
        if space is None:
            eps, vec = eigh(f, b.overlap)
            v = vec[:, b.ns]
        else:
            eps, coef = eigh(space.T @ f @ space)
            v, vec = space @ coef[:, 0], None
        coul, breit = energy_parts(b, v)
        energies.append(coul + strength * breit)
    assert abs(energies[-1] - energies[-2]) < 1e-7
    return SimpleNamespace(E=energies[-1], v=v, eps=eps, vec=vec,
                           coul=coul, breit=breit)


def second_order(b, ref):
    """Coupled response to the Breit field: upper part, negative part."""
    odd = breit_link(b, ref.v)
    field = np.zeros_like(b.core)
    field[b.nl:, :b.nl] = odd
    field[:b.nl, b.nl:] = odd.T
    others = np.delete(np.arange(ref.eps.size), b.ns)
    u = ref.vec[:, others]
    p, q = radial(b, ref.v)
    trans = w[:, None] * ((b.L @ u[:b.nl]) * p[:, None]
                          + (b.S @ u[b.nl:]) * q[:, None])
    hess = 8 * trans.T @ K_coul @ trans
    hess += np.diag(4 * (ref.eps[others] - ref.eps[b.ns]))
    grad = 4 * u.T @ field @ ref.v
    share = -0.5 * grad * np.linalg.solve(hess, grad)
    return share[others > b.ns].sum(), share[others < b.ns].sum()


def bare(b, level=0):
    eps, vec = eigh(b.core, b.overlap)
    return eps[b.ns + level], vec[:, b.ns + level]


# --- Angular reduction from the full operator with explicit Dirac matrices
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha = [np.kron(pauli[0], s) for s in pauli]


def spinor(p, q, unit, spin):
    xi = np.eye(2)[spin]
    low = 1j * q * np.einsum("i,ijk,k->j", unit, pauli, xi)
    return np.concatenate([p * xi, low]) / np.sqrt(4 * np.pi)


def angular_breit(r1, r2, pq1, pq2):
    nodes, weights = np.polynomial.legendre.leggauss(60)
    low, high = abs(r1 - r2), r1 + r2
    total = 0.0
    for t, wt in zip(nodes, weights):
        dist = 0.5 * (high + low) + 0.5 * (high - low) * t
        u = (r1**2 + r2**2 - dist**2) / (2 * r1 * r2)
        e1 = np.array([0.0, 0.0, 1.0])
        e2 = np.array([np.sqrt(max(0.0, 1 - u * u)), 0.0, u])
        n = (r1 * e1 - r2 * e2) / dist
        state = (np.kron(spinor(*pq1, e1, 0), spinor(*pq2, e2, 1))
                 - np.kron(spinor(*pq1, e1, 1), spinor(*pq2, e2, 0)))
        state = state / np.sqrt(2)
        an = sum(n[i] * alpha[i] for i in range(3))
        op = sum(np.kron(a, a) for a in alpha) + np.kron(an, an)
        value = (state.conj() @ op @ state).real * (-0.5 / dist)
        total += wt * 0.5 * (high - low) * dist / (r1 * r2) * value
    return 8 * np.pi**2 * total


for r1, r2 in [(1.0, 0.4), (0.7, 1.9)]:
    pq1, pq2 = (0.7, 0.3), (0.5, -0.2)
    w1, w2 = 2 * pq1[0] * pq1[1], 2 * pq2[0] * pq2[1]
    reduced = 2 / 3 * w1 * w2 * min(r1, r2) / max(r1, r2)**2
    assert abs(angular_breit(r1, r2, pq1, pq2) - reduced) < 1e-9

# --- One-electron level, and limits for a large speed of light
basis = build(2.0, 40, C_LIGHT)
e_bare, v_bare = bare(basis)
e_exact = C_LIGHT**2 * (np.sqrt(1 - (Z / C_LIGHT)**2) - 1)
# Gaussians resolve the weak point-nucleus singularity only approximately
assert abs(e_bare - e_exact) < 2e-3

slow = build(2.0, 40, 30 * C_LIGHT)
v_slow = bare(slow)[1]
coul_slow, breit_slow = energy_parts(slow, v_slow)
repulsion = coul_slow - 2 * v_slow @ slow.core @ v_slow
limit_ratio = breit_slow / (Z**3 / (4 * slow.c**2))
assert abs(repulsion / (5 * Z / 8) - 1) < 2e-3
assert abs(limit_ratio - 1) < 5e-3

# --- Dirac-Coulomb reference, first order, and self-consistent Breit
dc = scf(basis, 0.0, v_bare)
dcb = scf(basis, 1.0, v_bare)
other_start = scf(basis, 1.0, bare(basis, 1)[1])
assert abs(other_start.E - dcb.E) < 1e-6
first_order = dc.coul + dc.breit
relax = dcb.E - first_order

# --- Gap and saddle structure of the Breit solution
n_neg = basis.ns
top_negative, e_1s = dcb.eps[n_neg - 1], dcb.eps[n_neg]
assert top_negative < -1.9 * C_LIGHT**2 and e_1s > -C_LIGHT**2
theta = 1e-3
for k in range(dcb.eps.size):
    if k == n_neg:
        continue
    e_rot = [sum(energy_parts(basis, np.cos(t) * dcb.v
                              + np.sin(t) * dcb.vec[:, k]))
             for t in (theta, -theta)]
    bend = e_rot[0] + e_rot[1] - 2 * dcb.E
    assert (bend > 0) == (k > n_neg)
    assert abs(e_rot[0] - e_rot[1]) < 1e-3 * abs(bend)

# An odd field, however strong, leaves the gap of width 2c^2 open
boost = 1000
odd = basis.link + boost * breit_link(basis, dcb.v)
odd_matrix = np.block([[np.zeros((basis.nl, basis.nl)), odd.T],
                       [odd, -2 * C_LIGHT**2 * basis.s_s]])
odd_levels = eigh(odd_matrix, basis.overlap, eigvals_only=True)
half_gap = np.min(np.abs(odd_levels + C_LIGHT**2))
assert half_gap > C_LIGHT**2 - 1e-3

# --- Missing small partners cause collapse without any Breit term
broken = build(2.0, 40, C_LIGHT, slice(0, None, 2))
e_broken = bare(broken)[0]
assert e_broken < e_exact - 100

# --- Second-order explanation of the difference
up, down = second_order(basis, dc)
size = abs(up) + abs(down)
assert up < 0 < down
assert abs(relax - up - down) < 0.1 * size
weak = 0.2
weak_scf = scf(basis, weak, dc.v)
weak_relax = (weak_scf.E - dc.coul - weak * dc.breit) / weak**2
assert abs(weak_relax - up - down) < 0.02 * size
change_breit = dcb.breit - dc.breit
change_coul = dcb.coul - dc.coul
assert abs(change_breit - 2 * relax) < 0.1 * size
assert abs(change_coul + relax) < 0.1 * size

frozen = scf(basis, 1.0, dc.v, dc.vec[:, n_neg:])
relax_frozen = frozen.E - first_order
assert relax_frozen < 0 and frozen.E < dcb.E

# --- Powers of 1/c
samples = []
for factor in (6, 12):
    b = build(2.0, 40, factor * C_LIGHT)
    ref = scf(b, 0.0, bare(b)[1])
    samples.append([ref.breit, *second_order(b, ref)])
powers = np.log2(np.array(samples[0]) / np.array(samples[1]))
assert np.all(np.abs(powers - [2, 4, 4]) < 0.1)

# --- Double excitations with one upper and one negative-energy orbital
pair = np.add.outer(dc.eps[n_neg + 1:], dc.eps[:n_neg]) - 2 * dc.eps[n_neg]
pairs_below, pairs_above = int((pair < 0).sum()), int((pair > 0).sum())
assert pairs_below > 0 and pairs_above > 0

# --- Stability when the basis grows
table = []
for ratio, count in [(2.5, 26), (2.0, 40), (1.8, 48)]:
    b = build(ratio, count, C_LIGHT)
    start = bare(b)[1]
    ref, full = scf(b, 0.0, start), scf(b, 1.0, start)
    table.append((count, full.E, full.E - ref.coul - ref.breit))
assert abs(table[0][1] - table[2][1]) < 0.5
assert abs(table[1][1] - table[2][1]) < 5e-3
assert abs(table[1][2] - table[2][2]) < 5e-5

print("Heliumlike mercury ion, point nucleus, energies in hartree")
print(f"nuclear charge Z: {Z}")
print(f"speed of light c: {C_LIGHT:.6f} a.u.")
print(f"gap width 2c^2: {2 * C_LIGHT**2:.3f}")
print(f"large / small radial functions: {basis.nl} / {basis.ns}")
print(f"one-electron 1s, basis: {e_bare:.4f}")
print(f"one-electron 1s, exact Dirac: {e_exact:.4f}")
print(f"one-electron 1s, half of small partners removed: {e_broken:.1f}")
print(f"Dirac-Coulomb SCF energy: {dc.E:.4f}")
print(f"first-order Breit energy: {dc.breit:.6f}")
print(f"first-order Breit energy: {dc.breit * EV:.3f} eV")
print(f"leading estimate Z^3/(4c^2): {Z**3 / (4 * C_LIGHT**2):.4f}")
print(f"Breit / leading estimate at 30c, bare orbital: {limit_ratio:.5f}")
print(f"Coulomb SCF plus first-order Breit: {first_order:.6f}")
print(f"self-consistent Breit total: {dcb.E:.6f}")
print(f"relaxation (SCF minus first order): {relax * 1e3:.4f} mHa")
print(f"relaxation (SCF minus first order): {relax * EV:.5f} eV")
print(f"relaxation / first-order Breit: {relax / dc.breit:.3e}")
print(f"second order, upper orbitals: {up * 1e3:.4f} mHa")
print(f"second order, negative-energy orbitals: {down * 1e3:.4f} mHa")
print(f"second order, sum: {(up + down) * 1e3:.4f} mHa")
print(f"relaxation / s^2 at strength s={weak}: {weak_relax * 1e3:.4f} mHa")
print(f"change of Breit part on relaxation: {change_breit * 1e3:.4f} mHa")
print(f"change of Coulomb part on relaxation: {change_coul * 1e3:.4f} mHa")
print(f"relaxation with frozen projector: {relax_frozen * 1e3:.4f} mHa")
print(f"1s orbital energy, Dirac-Coulomb: {dc.eps[n_neg]:.4f}")
print(f"1s orbital energy, with Breit: {e_1s:.4f}")
print(f"highest negative-energy level, with Breit: {top_negative:.3f}")
print(f"half gap, odd field times {boost}: {half_gap:.3f}")
print(f"c^2 for comparison: {C_LIGHT**2:.3f}")
print(f"inverse power of c, first-order Breit: {powers[0]:.3f}")
print(f"inverse power of c, upper part: {powers[1]:.3f}")
print(f"inverse power of c, negative-energy part: {powers[2]:.3f}")
print(f"mixed double excitations below reference: {pairs_below}")
print(f"mixed double excitations above reference: {pairs_above}")
for count, total, rel in table:
    print(f"{count} functions: total {total:.4f}, relax {rel * 1e3:.4f} mHa")
print("every check passed")
```

Output:

```
Heliumlike mercury ion, point nucleus, energies in hartree
nuclear charge Z: 80
speed of light c: 137.035999 a.u.
gap width 2c^2: 37557.730
large / small radial functions: 40 / 40
one-electron 1s, basis: -3532.1921
one-electron 1s, exact Dirac: -3532.1921
one-electron 1s, half of small partners removed: -1180580.0
Dirac-Coulomb SCF energy: -7006.4467
first-order Breit energy: 7.592615
first-order Breit energy: 206.606 eV
leading estimate Z^3/(4c^2): 6.8162
Breit / leading estimate at 30c, bare orbital: 1.00011
Coulomb SCF plus first-order Breit: -6998.854111
self-consistent Breit total: -6998.863301
relaxation (SCF minus first order): -9.1905 mHa
relaxation (SCF minus first order): -0.25009 eV
relaxation / first-order Breit: -1.210e-03
second order, upper orbitals: -12.8806 mHa
second order, negative-energy orbitals: 3.6790 mHa
second order, sum: -9.2016 mHa
relaxation / s^2 at strength s=0.2: -9.1994 mHa
change of Breit part on relaxation: -18.3700 mHa
change of Coulomb part on relaxation: 9.1795 mHa
relaxation with frozen projector: -12.8634 mHa
1s orbital energy, Dirac-Coulomb: -3474.3336
1s orbital energy, with Breit: -3466.8015
highest negative-energy level, with Breit: -38300.722
half gap, odd field times 1000: 18969.588
c^2 for comparison: 18778.865
inverse power of c, first-order Breit: 2.003
inverse power of c, upper part: 3.986
inverse power of c, negative-energy part: 3.969
mixed double excitations below reference: 845
mixed double excitations above reference: 715
26 functions: total -6998.8551, relax -9.1905 mHa
40 functions: total -6998.8633, relax -9.1905 mHa
48 functions: total -6998.8633, relax -9.1905 mHa
every check passed
```
